# Three Photons, One per Input, in a Symmetric Fourier Tritter: test program

```python
"""Three photons, one per input of a balanced three-port device (tritter).

Result under test, for identical photons and a lossless device with all
|U_jk|^2 = 1/3:  P(1,1,1) = 1/3, P(3 in one port) = 2/9 for each port,
P(2 in one port, 1 in another) = 0 for each of the six such outcomes.

Symbols: U[j, k] is the amplitude from input k to output j; omega is
exp(2 pi i/3); S[k, l] = <phi_k|phi_l> is the overlap of the internal states
of photons k and l; T = S01 S12 S20; "leak" is the total probability of all
two-plus-one outcomes. Probabilities are obtained from the symmetrized
many-particle wavefunction and compared with closed formulas.
"""
import itertools
import math
from functools import reduce

import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.linalg import expm
from scipy.optimize import least_squares

omega = np.exp(2j * np.pi / 3)
fourier = np.array([[omega ** (j * k) for k in range(3)]
                    for j in range(3)]) / np.sqrt(3)
ONE_EACH = (0, 1, 2)


def wavefunction(inputs, device, internal=None):
    """Normalized symmetric state; axes alternate port, internal index."""
    n = len(inputs)
    if internal is None:
        internal = np.ones((n, 1))
    singles = [np.outer(device[:, p], v) for p, v in zip(inputs, internal)]
    psi = sum(reduce(np.multiply.outer, [singles[i] for i in order])
              for order in itertools.permutations(range(n)))
    return psi / np.linalg.norm(psi.ravel())


def count_ports(index):
    return tuple(index.count(port) for port in range(3))


def distribution(inputs, device, internal=None):
    n = len(inputs)
    psi = wavefunction(inputs, device, internal)
    weight = (np.abs(psi) ** 2).sum(axis=tuple(range(1, 2 * n, 2)))
    result = {}
    for index in itertools.product(range(3), repeat=n):
        key = count_ports(index)
        result[key] = result.get(key, 0.0) + float(weight[index])
    return result


def leak(dist):
    return sum(p for counts, p in dist.items() if max(counts) == 2)


def overlap_formula(S):
    """Closed formulas for the Fourier tritter and any internal states."""
    T = S[0, 1] * S[1, 2] * S[2, 0]
    Q = abs(S[0, 1]) ** 2 + abs(S[1, 2]) ** 2 + abs(S[2, 0]) ** 2
    result = {}
    for index in itertools.combinations_with_replacement(range(3), 3):
        counts = count_ports(index)
        if max(counts) == 1:
            result[counts] = (2 - Q + 4 * T.real) / 9
        elif max(counts) == 3:
            result[counts] = (1 + Q + 2 * T.real) / 27
        else:
            result[counts] = (1 + 2 * (T * omega ** sum(index)).real) / 9
    return result


def largest_difference(first, second):
    return max(abs(first[key] - second[key]) for key in first)


def vectors_from_overlaps(S):
    return np.linalg.cholesky(S).conj()


# ---- identical photons: wavefunction against the stated probabilities ----
ideal = distribution(ONE_EACH, fourier)
stated = {1: 1 / 3, 2: 0.0, 3: 2 / 9}
assert len(ideal) == 10
for counts, p in ideal.items():
    assert abs(p - stated[max(counts)]) < 1e-12
    allowed = (counts[1] + 2 * counts[2]) % 3 == 0
    assert allowed == (p > 1e-9)

# ---- symbolic expansion of the product of creation operators ----
x, y, z = sp.symbols("x y z")
w = sp.Rational(-1, 2) + sp.sqrt(3) * sp.I / 2
product = sp.expand((x + y + z) * (x + w * y + w**2 * z)
                    * (x + w**2 * y + w**4 * z))
assert sp.expand(product - (x**3 + y**3 + z**3 - 3 * x * y * z)) == 0

psi_ideal = wavefunction(ONE_EACH, fourier)[:, 0, :, 0, :, 0]
amplitude_111 = psi_ideal[0, 1, 2] * math.sqrt(6)
amplitude_300 = psi_ideal[0, 0, 0]
assert abs(amplitude_111 + 1 / math.sqrt(3)) < 1e-12
assert abs(amplitude_300 - math.sqrt(2) / 3) < 1e-12

# ---- balanced devices found by random search give the same result ----
rng = np.random.default_rng(7)


def unitary_from(params):
    a = np.diag(params[:3]).astype(complex)
    for (i, j), re, im in zip([(0, 1), (0, 2), (1, 2)],
                              params[3:6], params[6:9]):
        a[i, j], a[j, i] = re + 1j * im, re - 1j * im
    return expm(1j * a)


def imbalance(params):
    return (np.abs(unitary_from(params)) ** 2 - 1 / 3).ravel()


balanced_found = 0
for trial in range(10):
    fit = least_squares(imbalance, rng.normal(size=9),
                        xtol=1e-15, ftol=1e-15, gtol=1e-15, max_nfev=200)
    if np.max(np.abs(fit.fun)) < 1e-9:
        balanced_found += 1
        found = distribution(ONE_EACH, unitary_from(fit.x))
        assert largest_difference(found, ideal) < 1e-7
assert balanced_found >= 3

# three mutually coupled guides at coupling times length 2 pi/9
triangle = expm(-1j * (2 * np.pi / 9) * (np.ones((3, 3)) - np.eye(3)))
assert np.allclose(np.abs(triangle) ** 2, 1 / 3)
assert largest_difference(distribution(ONE_EACH, triangle), ideal) < 1e-12

# ---- general internal states, with complex overlaps ----
for trial in range(5):
    v = rng.normal(size=(3, 3)) + 1j * rng.normal(size=(3, 3))
    v /= np.linalg.norm(v, axis=1)[:, None]
    S = v.conj() @ v.T
    general = distribution(ONE_EACH, fourier, v)
    assert largest_difference(general, overlap_formula(S)) < 1e-12
    T = S[0, 1] * S[1, 2] * S[2, 0]
    assert abs(leak(general) - 2 / 3 * (1 - T.real)) < 1e-12
distinct = distribution(ONE_EACH, fourier, np.eye(3))

common_overlaps = np.linspace(0.05, 0.95, 19)
p111_scan = []
for s in common_overlaps:
    S = (1 - s) * np.eye(3) + s * np.ones((3, 3))
    d = distribution(ONE_EACH, fourier, vectors_from_overlaps(S))
    p111_scan.append(d[1, 1, 1])
    assert abs(d[1, 1, 1] - (2 - 3 * s**2 + 4 * s**3) / 9) < 1e-12
lowest = int(np.argmin(p111_scan))
assert abs(common_overlaps[lowest] - 0.5) < 1e-9

# ---- planar silicon chip: rough typical parameters ----
wavelength_nm = 1550.0
kappa = 0.040                 # coupling, rad/um
cross_powers = (1 / 2, 2 / 3, 1 / 2)
lengths = [math.asin(math.sqrt(c)) / kappa for c in cross_powers]


def coupler(a, b, angle):
    m = np.eye(3, dtype=complex)
    m[a, a] = m[b, b] = math.cos(angle)
    m[a, b] = m[b, a] = -1j * math.sin(angle)
    return m


def chip(relative_error=0.0, phase_error=0.0):
    k = kappa * (1 + relative_error)
    shifter = np.diag([np.exp(1j * (np.pi / 2 + phase_error)), 1, 1])
    return (coupler(0, 1, k * lengths[2]) @ shifter
            @ coupler(1, 2, k * lengths[1]) @ coupler(0, 1, k * lengths[0]))


assert np.allclose(np.abs(chip()) ** 2, 1 / 3)
assert largest_difference(distribution(ONE_EACH, chip()), ideal) < 1e-12

# ---- device errors; the leak must grow as the square of the error ----
coupling_error = 0.03
path_difference_um, drift_K, dn_dT = 20.0, 2.0, 1.8e-4
phase_drift = (2 * np.pi / (wavelength_nm * 1e-3)
               * dn_dT * path_difference_um * drift_K)
leak_coupling = leak(distribution(ONE_EACH, chip(coupling_error)))
leak_phase = leak(distribution(ONE_EACH, chip(0.0, phase_drift)))
for small, large in ((chip(1e-3), chip(2e-3)),
                     (chip(0, 1e-3), chip(0, 2e-3))):
    ratio = (leak(distribution(ONE_EACH, large))
             / leak(distribution(ONE_EACH, small)))
    assert abs(ratio - 4) < 0.05   # next order is of relative size 1e-3

# ---- arrival delays of Gaussian photons, overlaps by quadrature ----
fwhm_nm = 1.0
delays_ps = np.array([0.0, 0.3, 0.6])
fwhm_Hz = const.c * fwhm_nm * 1e-9 / (wavelength_nm * 1e-9) ** 2
sigma = 2 * np.pi * fwhm_Hz / (2 * math.sqrt(2 * math.log(2)))
carrier = 2 * np.pi * const.c / (wavelength_nm * 1e-9)
t = delays_ps * 1e-12
detuning = np.linspace(-9 * sigma, 9 * sigma, 4001)
spectrum = np.exp(-detuning**2 / (2 * sigma**2))
spectrum /= spectrum.sum()
pulses = np.sqrt(spectrum) * np.exp(1j * np.outer(t, carrier + detuning))
S_delay = pulses.conj() @ pulses.T
delayed = distribution(ONE_EACH, fourier, vectors_from_overlaps(S_delay))
pair_sum = sum((t[i] - t[j]) ** 2 for i, j in [(0, 1), (1, 2), (0, 2)])
T_delay = math.exp(-sigma**2 * pair_sum / 2)
leak_delay = leak(delayed)
assert abs(leak_delay - 2 / 3 * (1 - T_delay)) < 1e-8

# ---- limited spectral purity: average over internal modes ----
purity = 0.95
q = (1 - purity) / (1 + purity)
modes = 5
mode_weights = (1 - q) * q ** np.arange(modes)   # omitted weight is q**5
mixed = {key: 0.0 for key in ideal}
for labels in itertools.product(range(modes), repeat=3):
    d = distribution(ONE_EACH, fourier, np.eye(modes)[list(labels)])
    chance = np.prod(mode_weights[list(labels)])
    for key in mixed:
        mixed[key] += chance * d[key]
trace_cube = (1 - q) ** 3 / (1 - q**3)
leak_purity = leak(mixed)
assert abs(leak_purity - 2 / 3 * (1 - trace_cube)) < 1e-6
assert abs(mixed[1, 1, 1] - (2 - 3 * purity + 4 * trace_cube) / 9) < 1e-6

# ---- equal loss and double emission ----
loss_dB, detector = 3.0, 0.90
eta = detector * 10 ** (-loss_dB / 10)
pair_ratio = 0.02             # two-photon to one-photon probability
registered = {key: eta**3 * p for key, p in ideal.items()}
for extra in range(3):
    four = distribution(ONE_EACH + (extra,), fourier)
    thinned = {key: 0.0 for key in ideal}
    for counts, p in four.items():
        for port in range(3):
            if counts[port]:
                left = list(counts)
                left[port] -= 1
                thinned[tuple(left)] += p * counts[port] * (1 - eta) * eta**3
    others = [port for port in range(3) if port != extra]
    false_inputs = [distribution((extra, extra, o), fourier) for o in others]
    for key in ideal:
        mixture = (2 * ideal[key] + sum(d[key] for d in false_inputs))
        assert abs(thinned[key] - mixture * (1 - eta) * eta**3) < 1e-12
        registered[key] += pair_ratio * thinned[key]
total_registered = sum(registered.values())
leak_double = leak(registered) / total_registered
false_weight = 6 * pair_ratio * (1 - eta)
false_fraction = false_weight / (1 + 2 * false_weight)
false_leak = leak(distribution((0, 0, 1), fourier))
assert abs(false_leak - 2 / 3) < 1e-12
assert abs(leak_double - false_fraction * false_leak) < 1e-12

# ---- rough sizes of two-photon absorption and thermal photons ----
tpa_cm_per_GW, mode_area_um2, chip_length_um = 0.7, 0.1, 200.0
photon_J = const.h * const.c / (wavelength_nm * 1e-9)
duration_s = 2 * math.log(2) / np.pi / fwhm_Hz
intensity_W_cm2 = 3 * photon_J / duration_s / (mode_area_um2 * 1e-8)
tpa_fraction = (tpa_cm_per_GW * 1e-9 * intensity_W_cm2
                * chip_length_um * 1e-4)
temperature_K = 300.0
thermal = 1 / math.expm1(photon_J / (const.k * temperature_K))
assert tpa_fraction < 1e-6 and thermal < 1e-6

# ---- printed results ----
print("outcome: P identical, P distinguishable")
for counts in sorted(ideal, reverse=True):
    print(f"  {counts}: {ideal[counts]:.6f}, {distinct[counts]:.6f}")
print(f"amplitude (1,1,1): {amplitude_111.real:.6f}")
print(f"amplitude (3,0,0): {amplitude_300.real:.6f}")
print(f"sum of P identical: {sum(ideal.values()):.6f}")
print(f"total 2+1, distinguishable: {leak(distinct):.6f}")
print(f"balanced devices found in 10 searches: {balanced_found}")
print(f"overlap at lowest P(1,1,1): {common_overlaps[lowest]:.2f}")
print(f"lowest P(1,1,1): {p111_scan[lowest]:.6f}")
print(f"wavelength: {wavelength_nm:.0f} nm")
print(f"coupling: {kappa:.3f} rad/um")
print(f"coupler length, cross power 1/2: {lengths[0]:.2f} um")
print(f"coupler length, cross power 2/3: {lengths[1]:.2f} um")
print(f"photon bandwidth FWHM: {fwhm_nm:.1f} nm = {fwhm_Hz/1e9:.1f} GHz")
print(f"spectral sigma: {sigma*1e-12:.4f} rad/ps")
print("arrival times:", ", ".join(f"{d:.1f}" for d in delays_ps), "ps")
print(f"T from delays: {T_delay:.5f}")
print(f"leak from delays: {100*leak_delay:.3f} %")
print(f"P(1,1,1) with delays: {delayed[1, 1, 1]:.5f}")
print(f"spectral purity: {purity:.2f}")
print(f"trace of rho cubed: {trace_cube:.5f}")
print(f"leak from purity: {100*leak_purity:.3f} %")
print(f"P(1,1,1) with this purity: {mixed[1, 1, 1]:.5f}")
print(f"coupling error: {100*coupling_error:.1f} %")
print(f"leak from coupling error: {100*leak_coupling:.4f} %")
print(f"path difference: {path_difference_um:.0f} um; drift: {drift_K:.0f} K")
print(f"silicon dn/dT (rough): {dn_dT:.1e} 1/K")
print(f"phase drift: {phase_drift:.4f} rad")
print(f"leak from phase drift: {100*leak_phase:.4f} %")
print(f"chip loss: {loss_dB:.1f} dB; detector efficiency: {detector:.2f}")
print(f"total efficiency per photon: {eta:.4f}")
print(f"ideal triples registered, eta cubed: {eta**3:.4f}")
print(f"two-photon to one-photon ratio: {pair_ratio:.3f}")
print(f"false-input share of triples: {100*false_fraction:.3f} %")
print(f"2+1 probability for input (2,1,0): {false_leak:.5f}")
print(f"leak from double emission: {100*leak_double:.3f} %")
leak_sum = (leak_delay + leak_purity + leak_coupling
            + leak_phase + leak_double)
print(f"plain sum of the five leaks: {100*leak_sum:.2f} %")
print(f"TPA inputs: {tpa_cm_per_GW} cm/GW, {mode_area_um2} um2, "
      f"{chip_length_um:.0f} um")
print(f"photon duration FWHM: {duration_s*1e12:.2f} ps")
print(f"two-photon absorption fraction: {tpa_fraction:.1e}")
print(f"thermal photons per mode at {temperature_K:.0f} K: {thermal:.1e}")
print("done: every assertion held")
```

It prints:

```
outcome: P identical, P distinguishable
  (3, 0, 0): 0.222222, 0.037037
  (2, 1, 0): 0.000000, 0.111111
  (2, 0, 1): 0.000000, 0.111111
  (1, 2, 0): 0.000000, 0.111111
  (1, 1, 1): 0.333333, 0.222222
  (1, 0, 2): 0.000000, 0.111111
  (0, 3, 0): 0.222222, 0.037037
  (0, 2, 1): 0.000000, 0.111111
  (0, 1, 2): 0.000000, 0.111111
  (0, 0, 3): 0.222222, 0.037037
amplitude (1,1,1): -0.577350
amplitude (3,0,0): 0.471405
sum of P identical: 1.000000
total 2+1, distinguishable: 0.666667
balanced devices found in 10 searches: 10
overlap at lowest P(1,1,1): 0.50
lowest P(1,1,1): 0.194444
wavelength: 1550 nm
coupling: 0.040 rad/um
coupler length, cross power 1/2: 19.63 um
coupler length, cross power 2/3: 23.88 um
photon bandwidth FWHM: 1.0 nm = 124.8 GHz
spectral sigma: 0.3330 rad/ps
arrival times: 0.0, 0.3, 0.6 ps
T from delays: 0.97051
leak from delays: 1.966 %
P(1,1,1) with delays: 0.32678
spectral purity: 0.95
trace of rho cubed: 0.92505
leak from purity: 4.997 %
P(1,1,1) with this purity: 0.31669
coupling error: 3.0 %
leak from coupling error: 0.6286 %
path difference: 20 um; drift: 2 K
silicon dn/dT (rough): 1.8e-04 1/K
phase drift: 0.0292 rad
leak from phase drift: 0.0568 %
chip loss: 3.0 dB; detector efficiency: 0.90
total efficiency per photon: 0.4511
ideal triples registered, eta cubed: 0.0918
two-photon to one-photon ratio: 0.020
false-input share of triples: 5.820 %
2+1 probability for input (2,1,0): 0.66667
leak from double emission: 3.880 %
plain sum of the five leaks: 11.53 %
TPA inputs: 0.7 cm/GW, 0.1 um2, 200 um
photon duration FWHM: 3.54 ps
two-photon absorption fraction: 1.5e-09
thermal photons per mode at 300 K: 3.7e-14
done: every assertion held
```
